# Constant-Field Oxide Growth up to the Mott Potential: a program that tests the result

```python
# RESULT UNDER TEST
# Adsorbed oxygen of areal density n_s, each atom taking one electron, charges
# an oxide film of thickness X. The charge is min(e*n_s, eps*V_M/X), where V_M
# is the Mott potential. The field is therefore constant and growth linear until
# X_star = eps*V_M/(e*n_s); afterwards the field is V_M/X.
# Ion injection: dX/dt = N*Omega*nu*exp(-(W - z*e*a*E)/kT), with N injection
# sites per area, Omega oxide volume per metal ion, nu attempt frequency,
# W barrier, z ion charge number, a half-jump distance and E field magnitude.
# Internal units: nm, s, eV, V, elementary charge. 1 V/nm = 10 MV/cm.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import exp1, gammaln

# Round model inputs
eps_r = 9.0
mott = 1.6
n_s = 0.40
temperature = 300.0
z_ion = 3
half_jump = 0.15
barrier = 1.20
sites = 10.0
volume = 0.025
attempt = 1.0e13
x_start = 1.2
x_late = 2.5
# Rough inputs used only to size neglected effects
metal_density = 180.0
electron_barrier = 2.0
electron_mass = 0.4
electron_attempt = 1.0e15
pressure_torr = 1.0e-5
breakdown_mv_cm = 10.0
oxide_gap = 7.0

eps0 = sc.epsilon_0 / sc.e * 1e-9
kt = sc.k * temperature / sc.e
field_s = n_s / (eps0 * eps_r)
x_star = eps0 * eps_r * mott / n_s
drive = z_ion * half_jump * field_s / kt
b_length = z_ion * half_jump * mott / kt


def growth_rate(field, thermal=kt):
    energy = barrier - z_ion * half_jump * field
    return sites * volume * attempt * np.exp(-energy / thermal)


rate = growth_rate(field_s)
linear_time = (x_star - x_start) / rate
zero_field_rate = growth_rate(0.0)


# Electrostatics by finite differences, for unit surface charge / eps0
def solve_poisson(thickness, wave=0.0, screening=0.0):
    step = thickness / 2000
    n_metal = int(round(14 * screening / step))
    n_vac = int((10 / wave if wave > 0 else thickness) / step)
    eps_face = np.concatenate([np.ones(n_metal), np.full(2000, eps_r),
                               np.ones(n_vac)])
    reaction = eps_face * wave**2
    if screening > 0:
        reaction[:n_metal] += 1 / screening**2
    right_eps = np.append(eps_face[1:], 0.0)
    right_reaction = np.append(reaction[1:], 0.0)
    bands = np.zeros((3, len(eps_face)))
    bands[1] = ((eps_face + right_eps) / step
                + 0.5 * step * (reaction + right_reaction))
    bands[0, 1:] = -eps_face[1:] / step
    bands[2, :-1] = -eps_face[1:] / step
    source = np.zeros(len(eps_face))
    surface = n_metal + 2000
    source[surface - 1] = 1.0
    potential = np.append(0.0, solve_banded((1, 1), bands, source))
    inner_field = (potential[n_metal + 1] - potential[n_metal]) / step
    return potential[surface], inner_field


def field_harmonic(wave, thickness):
    # Lateral field harmonic at the metal, relative to the uniform field
    return 1 / (np.cosh(wave * thickness) + np.sinh(wave * thickness) / eps_r)


for thickness in (1.2, x_star, 2.8):
    voltage, inner_field = solve_poisson(thickness)
    assert abs(inner_field * n_s / eps0 / field_s - 1) < 1e-7
    assert abs(voltage * n_s / eps0 / (field_s * thickness) - 1) < 1e-7
voltage, _ = solve_poisson(x_star)
assert abs(voltage * n_s / eps0 - mott) < 1e-6
for wave, thickness in ((1.5, 1.2), (4.0, 1.2), (4.0, 2.0)):
    _, inner_field = solve_poisson(thickness, wave)
    assert abs(inner_field * eps_r / field_harmonic(wave, thickness) - 1) < 1e-4

fermi = (sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18
         * (3 * np.pi**2 * metal_density)**(2 / 3))
screening = np.sqrt(2 * eps0 * fermi / (3 * metal_density))
voltage, _ = solve_poisson(x_star, screening=screening)
assert abs(voltage / (x_star / eps_r + screening) - 1) < 1e-3
metal_drop = n_s * screening / eps0
x_screened = x_star - eps_r * screening


# Charge by constrained minimization, then growth by numerical integration
def minimized_fraction(thickness):
    result = minimize_scalar(
        lambda f: 0.5 * f**2 * field_s * thickness - f * mott,
        bounds=(0, 1), method="bounded", options={"xatol": 1e-10})
    return result.x


for thickness in (1.2, 1.8, 2.2, 3.0):
    expected = min(1.0, x_star / thickness)
    assert abs(minimized_fraction(thickness) - expected) < 1e-6


def late_primitive(thickness):
    return (thickness * np.exp(-b_length / thickness)
            - b_length * exp1(b_length / thickness))


def late_time(thickness):
    change = late_primitive(thickness) - late_primitive(x_star)
    return linear_time + change / zero_field_rate


times = linear_time * np.array([0.3, 0.7, 3.0, 10.0])
growth = solve_ivp(
    lambda t, x: [growth_rate(field_s * minimized_fraction(x[0]))],
    (0, times[-1]), [x_start], t_eval=times, rtol=1e-6, atol=1e-8)
assert growth.success
for time, thickness in zip(times[:2], growth.y[0, :2]):
    assert abs(thickness - x_start - rate * time) < 1e-5
for time, thickness in zip(times[2:], growth.y[0, 2:]):
    assert thickness > x_star
    assert abs(late_time(thickness) / time - 1) < 1e-3


# Thermal ionization: self-consistent equation against explicit counting
def thermal_fraction(thickness):
    return brentq(lambda f: f * field_s * thickness - mott
                  + kt * np.log(f / (1 - f)), 1e-12, 1 - 1e-15)


atoms = 20000
ionized = np.arange(atoms + 1)
for thickness in (1.8, x_star, 2.5):
    fraction = ionized / atoms
    log_weight = (gammaln(atoms + 1) - gammaln(ionized + 1)
                  - gammaln(atoms - ionized + 1)
                  - atoms * (0.5 * fraction**2 * field_s * thickness
                             - fraction * mott) / kt)
    weight = np.exp(log_weight - log_weight.max())
    counted = np.sum(weight * fraction) / np.sum(weight)
    assert abs(counted - thermal_fraction(thickness)) < 1e-4

theta_star = thermal_fraction(x_star)
rate_ratio_star = growth_rate(field_s * theta_star) / rate
x_ten_percent = brentq(
    lambda x: growth_rate(field_s * thermal_fraction(x)) / rate - 0.9,
    x_start, x_star)
thermal_time = quad(
    lambda x: 1 / growth_rate(field_s * thermal_fraction(x)),
    x_start, x_star, epsabs=1e-6, epsrel=1e-7)[0]

# Return hops: steady hopping chain with equal barriers and an absorbing end
for bias in (0.4, 1.0, 2.0):
    wells = 7
    forward, backward = np.exp(bias), np.exp(-bias)
    matrix = ((forward + backward) * np.eye(wells)
              - forward * np.eye(wells, k=-1)
              - backward * np.eye(wells, k=1))
    supply = np.zeros(wells)
    supply[0] = forward
    occupation = np.linalg.solve(matrix, supply)
    net = (forward - backward * occupation[0]) / forward
    formula = (1 - np.exp(-2 * bias)) / (1 - np.exp(-2 * bias * (wells + 1)))
    assert abs(net / formula - 1) < 1e-10
return_correction = np.exp(-2 * drive)


# Curvature correction for a cosine barrier tilted by the field
def tilted_energy(x):
    return (0.5 * barrier * (1 - np.cos(np.pi * x / half_jump))
            - z_ion * field_s * x)


well = minimize_scalar(tilted_energy, bounds=(-half_jump / 2, half_jump / 2),
                       method="bounded", options={"xatol": 1e-11})
top = minimize_scalar(lambda x: -tilted_energy(x),
                      bounds=(half_jump / 2, 3 * half_jump / 2),
                      method="bounded", options={"xatol": 1e-11})
numeric_barrier = -top.fun - well.fun
tilt = 2 * z_ion * field_s * half_jump / (np.pi * barrier)
cosine_barrier = (barrier * (np.sqrt(1 - tilt**2) + tilt * np.arcsin(tilt))
                  - z_ion * half_jump * field_s)
assert abs(numeric_barrier - cosine_barrier) < 1e-8
linear_barrier = barrier - z_ion * half_jump * field_s
curvature_factor = np.exp(-(cosine_barrier - linear_barrier) / kt)

# Discrete ions: ordered square layer and uncorrelated random layer
spacing = 1 / np.sqrt(n_s)


def ordered_enhancement(thickness):
    points = np.arange(32) * spacing / 32
    px, py = np.meshgrid(points, points)
    variation = np.zeros_like(px)
    for i in range(-5, 6):
        for j in range(-5, 6):
            if i or j:
                wave = 2 * np.pi * np.hypot(i, j) / spacing
                phase = 2 * np.pi * (i * px + j * py) / spacing
                variation += field_harmonic(wave, thickness) * np.cos(phase)
    return np.mean(np.exp(drive * variation))


variance = quad(lambda g: g * field_harmonic(g, x_star)**2,
                0, 30 / x_star)[0] / (2 * np.pi * n_s)
random_rms = np.sqrt(variance)
rng = np.random.default_rng(12)
box, samples = 15.0, 2000
mean_ions = n_s * box**2
counts = rng.poisson(mean_ions, samples)
positions = rng.random((counts.sum(), 2))
modes = np.arange(-12, 13)
mode_x, mode_y = np.meshgrid(modes, modes, indexing="ij")
weights = field_harmonic(2 * np.pi * np.hypot(mode_x, mode_y) / box, x_star)
phase_x = np.exp(2j * np.pi * positions[:, :1] * modes)
phase_y = np.exp(2j * np.pi * positions[:, 1:] * modes)
ion_fields = np.sum((phase_x @ weights) * phase_y, axis=1).real
owner = np.repeat(np.arange(samples), counts)
sampled_fields = np.bincount(owner, ion_fields, samples) / mean_ions
# Tolerances allow for the finite number of random layers
assert abs(np.mean(sampled_fields) - 1) < 0.03
assert abs(np.std(sampled_fields) / random_rms - 1) < 0.08

# Electron tunnelling supply against the demand of growth
decay = np.sqrt(2 * electron_mass * sc.m_e * sc.e) / sc.hbar * 1e-9


def tunnel_exponent(thickness):
    film_field = min(field_s, mott / thickness)
    level_depth = mott - film_field * thickness
    return quad(lambda x: 2 * decay * np.sqrt(
        electron_barrier + level_depth + film_field * x), 0, thickness)[0]


tunnel_formula = (4 * decay / (3 * field_s)
                  * ((electron_barrier + mott)**1.5 - electron_barrier**1.5))
assert abs(tunnel_exponent(x_star) / tunnel_formula - 1) < 1e-8
assert tunnel_exponent(x_start) < tunnel_exponent(x_star)


def electron_supply(thickness):
    return electron_attempt * np.exp(-tunnel_exponent(thickness))


def electron_demand(thickness):
    film_field = min(field_s, mott / thickness)
    ions = film_field * eps0 * eps_r
    return z_ion * growth_rate(film_field) / (volume * ions)


x_tunnel = brentq(lambda x: np.log(electron_supply(x) / electron_demand(x)),
                  x_star, 7.0)

# Gas supply, transit charge and temperature sensitivity
oxygen_mass = 32 * sc.atomic_mass
gas_flux = (pressure_torr * sc.torr
            / np.sqrt(2 * np.pi * oxygen_mass * sc.k * temperature) * 1e-4)
oxygen_need = z_ion / 4 * rate / volume * 1e14
transit_wells = x_star / (2 * half_jump)
barrier_gap = kt * np.log(z_ion * transit_wells * sites / (0.01 * n_s))
warm_ratio = growth_rate(field_s, kt * (temperature + 10) / temperature) / rate
unsaturated_ratio = growth_rate(mott / x_start) / rate
x_efold = b_length / (drive - 1)

print(f"relative permittivity: {eps_r:.1f}")
print(f"Mott potential: {mott:.2f} V")
print(f"adsorbed oxygen density: {n_s * 1e14:.2e} cm^-2")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy: {kt:.5f} eV")
print(f"metal-ion charge number: {z_ion}")
print(f"half-jump distance: {half_jump:.2f} nm")
print(f"injection barrier W: {barrier:.2f} eV")
print(f"injection-site density: {sites * 1e14:.1e} cm^-2")
print(f"oxide volume per metal ion: {volume:.3f} nm^3")
print(f"ion attempt frequency: {attempt:.1e} s^-1")
print(f"starting thickness: {x_start:.2f} nm")
print(f"saturated charge: {n_s * sc.e * 1e20:.3f} uC/cm2")
print(f"saturated field: {10 * field_s:.3f} MV/cm")
print(f"voltage at start: {field_s * x_start:.3f} V")
print(f"transition thickness X*: {x_star:.3f} nm")
print(f"transition thickness X*: "
      f"{x_star * 1e-9 / sc.value('Bohr radius'):.2f} bohr")
print(f"field lowering of barrier: {drive * kt:.4f} eV")
print(f"lowering / thermal energy: {drive:.3f}")
print(f"remaining barrier: {linear_barrier:.4f} eV")
print(f"linear growth rate: {rate:.5f} nm/s")
print(f"ideal time to X*: {linear_time:.2f} s")
print(f"length b after X*: {b_length:.3f} nm")
print(f"thickness where rate is R/e: {x_efold:.3f} nm")
print(f"ideal time to {x_late:.1f} nm: {late_time(x_late):.1f} s")
print(f"rate ratio at {x_late:.1f} nm: {growth_rate(mott/x_late)/rate:.5f}")
print(f"unsaturated/saturated rate at start: {unsaturated_ratio:.3e}")
print(f"thermal ionized fraction at X*: {theta_star:.4f}")
print(f"thermal rate / R at X*: {rate_ratio_star:.4f}")
print(f"thickness at 10% thermal rate loss: {x_ten_percent:.3f} nm")
print(f"time to X* with thermal smearing: {thermal_time:.2f} s")
print(f"return-hop correction: {return_correction:.2e}")
print(f"cosine-barrier rate factor: {curvature_factor:.4f}")
print(f"rough metal electron density: {metal_density * 1e21:.2e} cm^-3")
print(f"Thomas-Fermi length: {screening:.4f} nm")
print(f"voltage lost in metal: {metal_drop:.3f} V")
print(f"X* with metal screening: {x_screened:.3f} nm")
print(f"mean ion spacing: {spacing:.3f} nm")
print(f"ordered-ion rate factor at start: {ordered_enhancement(x_start):.4f}")
print(f"ordered-ion rate factor at X*: {ordered_enhancement(x_star):.4f}")
print(f"random-ion rms field variation at X*: {100 * random_rms:.1f} %")
print(f"random-ion rms spread of rate exponent: {drive * random_rms:.2f}")
print(f"rough electron barrier: {electron_barrier:.1f} eV")
print(f"rough electron mass: {electron_mass:.1f} m_e")
print(f"rough electron attempt rate: {electron_attempt:.1e} s^-1")
print(f"tunnel exponent at X*: {tunnel_exponent(x_star):.2f}")
print(f"electron supply per ion at X*: {electron_supply(x_star):.2e} s^-1")
print(f"electron demand per ion at X*: {electron_demand(x_star):.2f} s^-1")
print(f"tunnelling supply limit: {x_tunnel:.2f} nm")
print(f"oxygen pressure: {pressure_torr:.1e} Torr")
print(f"O2 arrival flux: {gas_flux:.2e} cm^-2 s^-1")
print(f"O2 consumption: {oxygen_need:.2e} cm^-2 s^-1")
print(f"required reaction probability: {oxygen_need / gas_flux:.4f}")
print(f"W minus inner barrier for 1% transit charge: {barrier_gap:.3f} eV")
print(f"rough breakdown field: {breakdown_mv_cm:.1f} MV/cm")
print(f"field / rough breakdown field: {10*field_s/breakdown_mv_cm:.3f}")
print(f"rough oxide band gap: {oxide_gap:.1f} eV")
print(f"maximum electron energy gain / gap: {mott / oxide_gap:.3f}")
print(f"rate factor for 10 K warming: {warm_ratio:.3f}")
print("done: every assertion held")
```

It prints:

```
relative permittivity: 9.0
Mott potential: 1.60 V
adsorbed oxygen density: 4.00e+13 cm^-2
temperature: 300 K
thermal energy: 0.02585 eV
metal-ion charge number: 3
half-jump distance: 0.15 nm
injection barrier W: 1.20 eV
injection-site density: 1.0e+15 cm^-2
oxide volume per metal ion: 0.025 nm^3
ion attempt frequency: 1.0e+13 s^-1
starting thickness: 1.20 nm
saturated charge: 6.409 uC/cm2
saturated field: 8.042 MV/cm
voltage at start: 0.965 V
transition thickness X*: 1.989 nm
transition thickness X*: 37.60 bohr
field lowering of barrier: 0.3619 eV
lowering / thermal energy: 13.999
remaining barrier: 0.8381 eV
linear growth rate: 0.02082 nm/s
ideal time to X*: 37.92 s
length b after X*: 27.851 nm
thickness where rate is R/e: 2.143 nm
ideal time to 2.5 nm: 192.9 s
rate ratio at 2.5 nm: 0.05734
unsaturated/saturated rate at start: 9.997e+03
thermal ionized fraction at X*: 0.9518
thermal rate / R at X*: 0.5093
thickness at 10% thermal rate loss: 1.846 nm
time to X* with thermal smearing: 41.22 s
return-hop correction: 6.93e-13
cosine-barrier rate factor: 0.4239
rough metal electron density: 1.80e+23 cm^-3
Thomas-Fermi length: 0.0488 nm
voltage lost in metal: 0.353 V
X* with metal screening: 1.550 nm
mean ion spacing: 1.581 nm
ordered-ion rate factor at start: 1.1028
ordered-ion rate factor at X*: 1.0002
random-ion rms field variation at X*: 24.5 %
random-ion rms spread of rate exponent: 3.42
rough electron barrier: 2.0 eV
rough electron mass: 0.4 m_e
rough electron attempt rate: 1.0e+15 s^-1
tunnel exponent at X*: 21.50
electron supply per ion at X*: 4.60e+05 s^-1
electron demand per ion at X*: 6.25 s^-1
tunnelling supply limit: 3.54 nm
oxygen pressure: 1.0e-05 Torr
O2 arrival flux: 3.59e+15 cm^-2 s^-1
O2 consumption: 6.25e+13 cm^-2 s^-1
required reaction probability: 0.0174
W minus inner barrier for 1% transit charge: 0.280 eV
rough breakdown field: 10.0 MV/cm
field / rough breakdown field: 0.804
rough oxide band gap: 7.0 eV
maximum electron energy gain / gap: 0.229
rate factor for 10 K warming: 2.846
done: every assertion held
```
